# Strain Derivative of Projectors and the Ultrasoft Nonlocal Stress: test program

```python
# Under test (Hartree units; strain r_a -> r_a + eps_ab r_b; fixed Miller indices; u = q/|q|):
#  beta(q) = 4pi/sqrt(V) (-i)^l f_l(q) Y_lm(u) exp(-i q.tau),  R_lm = q^l Y_lm (real harmonics)
#  dbeta/deps_ab = -delta/2 beta + pref*{-u_a u_b q f' Y - f [u_a d_b R(u) - l u_a u_b Y]}
#  V sigma_NL_ab = 2 Re sum w f (D - e q)_ij p_i^* dp_j/deps_ab, p = <beta|psi>, D = D0 + int Veff Q
# checked against strained Fourier integrals and the strained self-consistent free energy F.
# N(G) = V n(G). beta = r^(l+2n) exp(-A_B r^2), Q_ij = k_i k_j chi_i chi_j, chi = r^(l+2n) exp(-A_X r^2),
# both normalised. Ion-ion, G=0 local term and correlation are not part of the model.
import numpy as np
from math import factorial, gamma, pi, sqrt
from scipy.special import lpmv, eval_genlaguerre, spherical_jn, expit, xlogy
from scipy.linalg import eigh, block_diag
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

GPA = pc['Hartree energy'][0] / pc['Bohr radius'][0]**3 / 1e9
A0 = np.array([[6, 0, 0], [0.6, 6.5, 0], [0.4, -0.5, 7.0]])
FRAC = np.array([[0, 0, 0], [0.45, 0.55, 0.40]])
KPTS, WK = np.array([[0, 0, 0], [0.3, 0.2, 0.4]]), [0.5, 0.5]
Z, RC, ECUT, KT, NG, NB, A_B, A_X = 3.0, 1.5, 4.0, 0.02, 13, 24, 1.0, 0.4
CH = [(0, 0), (0, 1), (1, 0), (2, 0)]
KAP = [0.7, 0.5, 0.8, 0.6]
D0A = block_diag([[0.6, -0.2], [-0.2, 0.3]], -0.4 * np.eye(3), -0.3 * np.eye(5))
I3 = np.eye(3)

def harmonics(v, lmax):
    q = np.linalg.norm(v, axis=1)
    u = np.where(q[:, None] > 0, v / np.where(q > 0, q, 1)[:, None], I3[2]).T
    ph = np.arctan2(u[1], u[0]); z = np.clip(u[2], -1, 1); c = {}
    for l in range(lmax + 1):
        for m in range(l + 1):
            c[l, m] = sqrt((2*l+1)/(4*pi)*factorial(l-m)/factorial(l+m))*lpmv(m, l, z)*np.exp(1j*m*ph)
            c[l, -m] = (-1)**m * c[l, m].conj()
    get = lambda l, m: c.get((l, m), 0j * q)
    Y = np.zeros(((lmax+1)**2, len(q))); dR = np.zeros(((lmax+1)**2, 3, len(q)))
    for l in range(lmax + 1):
        cc = (2*l+1) / (2*l-1) if l else 0.0
        for m in range(l + 1):
            gz = sqrt(cc*(l+m)*(l-m)) * get(l-1, m)
            gp = sqrt(cc*(l-m)*(l-m-1)) * get(l-1, m+1)
            gm = -sqrt(cc*(l+m)*(l+m-1)) * get(l-1, m-1)
            g = np.array([(gp+gm)/2, (gp-gm)/2j, gz]); s = sqrt(2)*(-1)**m if m else 1.0
            Y[l*l+l+m], dR[l*l+l+m] = s*c[l, m].real, s*g.real
            if m: Y[l*l+l-m], dR[l*l+l-m] = s*c[l, m].imag, s*g.imag
    return q, u, Y, dR

def radial(l, n, a, q):  # int r^(2+l+2n) exp(-a r^2) j_l(qr) dr
    x = q*q/(4*a)
    return factorial(n)*sqrt(pi)*q**l/(2**(l+2)*a**(l+n+1.5))*np.exp(-x)*eval_genlaguerre(n, l+0.5, x)
norm = lambda p, a: sqrt(2*(2*a)**(p+1.5)/gamma(p+1.5))

def strain_parts(l, n, a, h):  # radial and angular strain terms of f Y, shape (m,3,3,points)
    q, u, Y, dR = h; sl = slice(l*l, (l+1)**2)
    f = radial(l, n, a, q); qfp = l*f - q*radial(l+1, n, a, q)
    uuY = np.einsum('ag,bg,mg->mabg', u, u, Y[sl])
    return -qfp*uuY, -f*(np.einsum('ag,mbg->mabg', u, dR[sl]) - l*uuY)

def projectors(ch, qv, vol, taus, deriv=False):
    h = harmonics(qv, max(l for l, n in ch)); B, rad, ang = [], [], []
    for t in taus:
        for l, n in ch:
            pref = 4*pi/sqrt(vol)*(-1j)**l*norm(l+2*n, A_B)*np.exp(-1j*qv@t)
            B.append(pref*radial(l, n, A_B, h[0])*h[2][l*l:(l+1)**2])
            if deriv:
                r, a = strain_parts(l, n, A_B, h); rad.append(pref*r); ang.append(pref*a)
    B = np.concatenate(B)
    if not deriv: return B.T
    return B.T, {'vol': -0.5*np.einsum('ab,jg->jabg', I3, B),
                 'rad': np.concatenate(rad), 'ang': np.concatenate(ang)}

def lattice(eps):
    A = A0 @ (I3 + eps).T
    return A, 2*pi*np.linalg.inv(A).T, np.linalg.det(A)
_, B0, V0 = lattice(0*I3)

# ---- projector derivative against the real-space Fourier integral ----
def polys(ch, a_weight, a_norm, npts, lmax):  # Gauss-Hermite nodes, weights and polynomial factors
    t, w = np.polynomial.hermite.hermgauss(npts)
    r = np.array(np.meshgrid(t, t, t, indexing='ij')).reshape(3, -1).T/sqrt(a_weight)
    W = np.einsum('i,j,k->ijk', w, w, w).ravel()/a_weight**1.5
    rr, _, Y, _ = harmonics(r, lmax)
    return r, W, np.concatenate([norm(l+2*n, a_norm)*rr**(l+2*n)*Y[l*l:(l+1)**2] for l, n in ch])
CHT = CH + [(1, 1), (3, 0)]
RB, WB, PB = polys(CHT, A_B, A_B, 24, 3)
def beta_definition(mil, fr, eps):
    A, B, V = lattice(eps); q = mil@B
    return PB@(WB*np.exp(-1j*(RB + fr@A)@q))/sqrt(V)
qex = np.array([0.6, 0.8, 1.2]); err_beta = 0; h = 1e-5
for q, fr in [(np.array([-1.3, 0.4, 0.7]), FRAC[1]), (np.array([0, 0, -0.9]), FRAC[1]), (qex, FRAC[0])]:
    mil = A0@q/(2*pi); Bq, parts = projectors(CHT, q[None], V0, [fr@A0], True)
    assert abs(Bq[0] - beta_definition(mil, fr, 0*I3)).max() < 1e-12
    fd = np.array([[(beta_definition(mil, fr, h*np.outer(a, b)) - beta_definition(mil, fr, -h*np.outer(a, b)))/(2*h)
                    for b in I3] for a in I3]).transpose(2, 0, 1)
    err_beta = max(err_beta, abs(sum(parts.values())[..., 0] - fd).max())
    assert abs(np.einsum('jaag', parts['ang'])).max() < 1e-13
assert err_beta < 1e-8
small = []
for s in (1e-3, 1e-4):
    p = projectors(CHT, s*qex[None], V0, [np.zeros(3)], True)[1]; small.append(abs(p['rad']+p['ang']).max())
assert abs(small[0]/small[1] - 10) < 1e-3
x, wx = np.polynomial.legendre.leggauss(60); r = x + 1
for l in range(5):  # compact projector, radius 2
    b = r**l*(1 - r*r/4)**2; f = lambda q: np.sum(wx*r*r*b*spherical_jn(l, q*r)); q = 1.7
    assert abs(q*(f(q+h)-f(q-h))/(2*h) - (l*f(q) - q*np.sum(wx*r**3*b*spherical_jn(l+1, q*r)))) < 1e-8
qn, u, Y, dR = harmonics(qex[None], 2)
assert abs(Y[7, 0] - sqrt(15/(4*pi))*u[0, 0]*u[2, 0]) < 1e-14
nd = norm(2, A_B); fq = nd*radial(2, 0, A_B, qn[0]); gq = nd*qn[0]*radial(3, 0, A_B, qn[0])
print("cell rows (bohr):", A0.tolist(), " volume %.3f bohr^3" % V0)
print("d_xz projector, exponent %.1f bohr^-2, tau=0, q=%s bohr^-1, |q|=%.6f" % (A_B, qex.tolist(), qn[0]))
print("u = %.6f %.6f %.6f ; norm %.6f bohr^-7/2" % (*u[:, 0], nd))
print("f %.6f, q*int r^3 beta j3 %.6f, q f' %.6f (bohr^3/2)" % (fq, gq, 2*fq - gq))
print("Y %.6f, grad R(u) %.6f %.6f %.6f" % (Y[7, 0], *dR[7, :, 0]))
print("4pi/sqrt(V) %.6f bohr^-3/2, beta %.6f (dimensionless)" % (4*pi/sqrt(V0), Bq[0, 8].real))
for nm, a, b in [('xx', 0, 0), ('yy', 1, 1), ('zz', 2, 2), ('xz', 0, 2), ('zx', 2, 0)]:
    v = [parts[k][8, a, b, 0].real for k in ('vol', 'rad', 'ang')]
    print("dbeta/deps_%s vol %.6f rad %.6f ang %.6f sum %.6f fin.diff %.6f" % (nm, *v, sum(v), fd[8, a, b].real))
print("max |formula - fin.diff| of dbeta, l<=3: %.1e" % err_beta)

# ---- self-consistent ultrasoft model ----
zz, wz = np.polynomial.legendre.leggauss(10); ph = np.arange(20)*pi/10
Zs, Ps = np.repeat(zz, 20), np.tile(ph, 10); st = np.sqrt(1 - Zs**2)
Ys = harmonics(np.c_[st*np.cos(Ps), st*np.sin(Ps), Zs], 4)[2]
GAUNT = np.einsum('ig,jg,kg->ijk', Ys[:9]*np.repeat(wz, 20)*pi/10, Ys[:9], Ys)
OFF = np.cumsum([0] + [2*l+1 for l, n in CH]); NP = OFF[-1]
BLK = []
for i, (li, ni) in enumerate(CH):
    for j, (lj, nj) in enumerate(CH):
        for L in range(abs(li-lj), li+lj+1, 2):
            c = 4*pi*(-1j)**L*KAP[i]*KAP[j]*norm(li+2*ni, A_X)*norm(lj+2*nj, A_X)
            BLK.append((slice(OFF[i], OFF[i+1]), slice(OFF[j], OFF[j+1]), L, (li+lj-L)//2+ni+nj,
                        c*GAUNT[li*li:(li+1)**2, lj*lj:(lj+1)**2, L*L:(L+1)**2]))
m1 = np.rint(np.fft.fftfreq(NG)*NG).astype(int)
MG = np.array(np.meshgrid(m1, m1, m1, indexing='ij')).reshape(3, -1).T
MK = [MG[0.5*np.sum(((MG + k)@B0)**2, 1) < ECUT] for k in KPTS]
IDX = []
for m in MK:
    d = m[:, None] - m[None]; assert abs(d).max() <= NG//2
    IDX.append(np.ravel_multi_index(tuple((d % NG).transpose(2, 0, 1)), (NG,)*3))
SF = np.exp(-2j*pi*FRAC@MG.T); CX = -0.75*(3/pi)**(1/3)

def setup(eps):
    A, B, V = lattice(eps); G = MG@B; hG = harmonics(G, 4); Q = np.zeros((NP, NP, len(G)), complex)
    for si, sj, L, n, c in BLK:
        Q[si, sj] += (c@hG[2][L*L:(L+1)**2])*radial(L, n, 2*A_X, hG[0])
    g2 = hG[0]**2; ig2 = np.where(g2 > 0, 1/np.where(g2 > 0, g2, 1), 0)
    qs = [(m + k)@B for m, k in zip(MK, KPTS)]
    return dict(A=A, V=V, G=G, hG=hG, Q=Q, ig2=ig2, qs=qs, qa=Q[:, :, 0].real,
                vl=-4*pi*Z*np.exp(-g2*RC**2/4)*ig2*SF.sum(0)/V,
                B=[projectors(CH, q, V, FRAC@A) for q in qs])
def functional(c, N):
    n = np.fft.ifftn(N.reshape((NG,)*3)).real*NG**3/c['V']; vx = 4/3*CX*np.cbrt(n)
    vh = 4*pi*N*c['ig2']/c['V']
    E = dict(H=0.5*np.vdot(N, vh).real, loc=np.vdot(N, c['vl']).real,
             x=c['V']*np.mean(CX*n*np.cbrt(n)), vxn=c['V']*np.mean(vx*n), nmin=n.min())
    return vh + c['vl'] + np.fft.fftn(vx).ravel()/NG**3, E
D0 = block_diag(D0A, D0A)
def solve(c, Vg):
    D = D0 + block_diag(*[(c['Q']@(Vg.conj()*s)).real for s in SF]); qm = block_diag(c['qa'], c['qa'])
    es, Cs = [], []
    for q, B, ix in zip(c['qs'], c['B'], IDX):
        H = np.diag(0.5*np.sum(q*q, 1)) + Vg[ix] + B@D@B.conj().T
        e, C = eigh(H, np.eye(len(q)) + B@qm@B.conj().T, subset_by_index=[0, NB-1]); es.append(e); Cs.append(C)
    occ = lambda mu: [expit((mu - e)/KT) for e in es]
    mu = brentq(lambda m: sum(2*w*o.sum() for w, o in zip(WK, occ(m))) - 2*Z, -5, 5, xtol=1e-15, rtol=1e-15)
    xs = occ(mu); wf = [2*w*o for w, o in zip(WK, xs)]
    N = np.zeros(NG**3, complex); rho = 0; T = 0; TS = 0
    for q, B, ix, C, f, o, w in zip(c['qs'], c['B'], IDX, Cs, wf, xs, WK):
        P = (C*f)@C.conj().T; p = B.conj().T@C
        N += np.bincount(ix.ravel(), P.real.ravel(), NG**3) + 1j*np.bincount(ix.ravel(), P.imag.ravel(), NG**3)
        rho = rho + ((p.conj()*f)@p.T).real; T += 0.5*np.sum(q*q, 1)@P.diagonal().real
        TS -= 2*w*KT*np.sum(xlogy(o, o) + xlogy(1-o, 1-o))
    ra = [rho[:NP, :NP], rho[NP:, NP:]]
    for s, rr in zip(SF, ra): N += s*np.einsum('ij,ijg->g', rr, c['Q'])
    return dict(D=D, qm=qm, e=es, C=Cs, wf=wf, N=N, ra=ra, T=T, TS=TS, Enl=np.sum(D0*rho), mu=mu, Vg=Vg)
def scf(c, N, tol):
    X, R = [], []
    for it in range(200):
        s = solve(c, functional(c, N)[0]); res = (s['N'] - N).view(float); xx = N.view(float).copy()
        if np.linalg.norm(res) < tol:
            s['E'] = E = functional(c, s['N'])[1]
            s['F'] = s['T'] + s['Enl'] + E['H'] + E['loc'] + E['x'] - s['TS']; return s
        X, R = (X + [xx])[-9:], (R + [res])[-9:]; new = xx + 0.5*res
        if len(X) > 1:
            dX, dR_ = np.diff(X, axis=0).T, np.diff(R, axis=0).T
            new -= (dX + 0.5*dR_)@np.linalg.lstsq(dR_, res, rcond=None)[0]
        N = np.ascontiguousarray(new).view(complex)
    raise AssertionError("no self-consistency")

c0 = setup(0*I3)
errQ = {}
for npts in (24, 40):  # Q_ij(G) against the real-space integral, at G=0 and at a large G
    RX, WX, PX = polys(CH, 2*A_X, A_X, npts, 2); PX = PX*np.repeat(KAP, np.diff(OFF))[:, None]
    errQ[npts] = max(abs((PX*WX*np.exp(-1j*RX@c0['G'][ig]))@PX.T - c0['Q'][:, :, ig]).max() for ig in (0, 200))
print("Q(G) formula vs quadrature, |G| up to %.3f bohr^-1: 24 points %.1e, 40 points %.1e"
      % (c0['hG'][0][200], errQ[24], errQ[40]))
assert errQ[40] < 1e-11
Nst = np.zeros(NG**3, complex); Nst[0] = 2*Z
s0 = scf(c0, Nst, 1e-10); E, N, G = s0['E'], s0['N'], c0['G']
assert E['nmin'] > 0 and abs(N[0] - 2*Z) < 1e-10 and max(f[-1] for f in s0['wf']) < 1e-9
PARTS = [projectors(CH, q, V0, FRAC@A0, True)[1] for q in c0['qs']]
def nonlocal_stress(s, D, use_eq, keys=('vol', 'rad', 'ang')):
    out = np.zeros((3, 3))
    for B, C, e, f, P in zip(c0['B'], s['C'], s['e'], s['wf'], PARTS):
        p = B.conj().T@C; Mp = D@p - use_eq*(s['qm']@p)*e
        dp = sum(P[k] for k in keys).conj()@C
        out += 2*np.einsum('n,jn,jabn->ab', f, Mp.conj(), dp).real
    return out
aug = np.zeros((3, 3))
for si, sj, L, n, c in BLK:
    dQ = sum(strain_parts(L, n, 2*A_X, c0['hG']))
    for s, rr in zip(SF, s0['ra']):
        aug += np.einsum('m,mab->ab', np.einsum('ij,ijm->m', rr[si, sj], c), dQ@(s0['Vg'].conj()*s)).real
kin = -sum(np.einsum('g,ga,gb->ab', abs(C)**2@f, q, q) for C, f, q in zip(s0['C'], s0['wf'], c0['qs']))
GG = lambda wt: np.einsum('g,ga,gb->ab', wt, G, G)
har = -I3*E['H'] + GG(4*pi/V0*abs(N)**2*c0['ig2']**2)
loc = -I3*E['loc'] + GG(2*(N.conj()*c0['vl']).real*(RC**2/4 + c0['ig2']))
exc = I3*(E['x'] - E['vxn'])
nl = nonlocal_stress(s0, s0['D'], 1); rest = kin + har + loc + exc
VO = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
sym = lambda M: np.array([(M[a, b] + M[b, a])/2 for a, b in VO])
asym = lambda M: np.array([(M[a, b] - M[b, a])/2 for a, b in VO[3:]])
h = 1e-4; fdF = []
for a, b in VO:
    e = np.zeros((3, 3)); e[a, b] += h/2; e[b, a] += h/2
    fdF.append((scf(setup(e), N.copy(), 1e-7)['F'] - scf(setup(-e), N.copy(), 1e-7)['F'])/(2*h))
fdF = np.array(fdF); dev = lambda M: abs(sym(M) - fdF).max()
devs = [dev(rest + nl + aug), dev(rest + nonlocal_stress(s0, s0['D'], 0) + aug),
        dev(rest + nonlocal_stress(s0, D0, 1) + aug), dev(rest + nl)]
assert devs[0] < 1e-6 and min(devs[1:]) > 1e-4
assert abs(asym(nl + aug)).max() < 1e-10 and abs(asym(nl)).max() > 1e-6
assert abs(asym(nonlocal_stress(s0, D0, 1))).max() < 1e-10
assert abs(np.trace(nonlocal_stress(s0, s0['D'], 1, ('ang',)))) < 1e-12
shift = 0.5; Vs = s0['Vg'].copy(); Vs[0] += shift; s1 = solve(c0, Vs)
assert abs(s1['e'][1] - s0['e'][1] - shift).max() < 1e-10
assert abs(nonlocal_stress(s1, s1['D'], 1) - nl).max() < 1e-9
moved = sym(nonlocal_stress(s1, s1['D'], 0) - nonlocal_stress(s0, s0['D'], 0))
assert abs(moved).max() > 1e-4

row = lambda nm, v, f="%10.6f": print("%-20s" % nm + " ".join(f % y for y in v))
print("atoms (frac):", FRAC.tolist(), " k (frac):", KPTS.tolist(), " weights", WK)
print("Z %.0f, r_c %.1f bohr, Ecut %.0f Ha, kT %.2f Ha, grid %d^3, bands %d, plane waves %d %d"
      % (Z, RC, ECUT, KT, NG, NB, len(MK[0]), len(MK[1])))
print("chi exponent %.1f bohr^-2, kappa(s1,s2,p,d) %s" % (A_X, KAP))
pick = [(0, 0), (0, 1), (1, 1), (3, 3), (7, 7)]
print("elements s1s1 s1s2 s2s2 pz-pz dz2-dz2 of atom 1:")
row("D0 (Ha)", [D0[i] for i in pick]); row("D screened (Ha)", [s0['D'][i] for i in pick])
row("q", [s0['qm'][i] for i in pick])
print("off-diagonal D(s1,pz) atom 1 %.6f Ha; Fermi level %.6f Ha" % (s0['D'][0, 3], s0['mu']))
for k in range(2):
    row("e k%d (Ha)" % (k+1), s0['e'][k][:5]); row("w*f k%d" % (k+1), s0['wf'][k][:5])
print("augmentation charge %.6f e, min density %.6f bohr^-3" % (sum(np.sum(r_*c0['qa']) for r_ in s0['ra']), E['nmin']))
print("T %.6f Enl0 %.6f Eloc %.6f EH %.6f Ex %.6f TS %.6f F %.6f Ha"
      % (s0['T'], s0['Enl'], E['loc'], E['H'], E['x'], s0['TS'], s0['F']))
print("V*sigma in Ha, symmetric part, xx yy zz yz xz xy:")
for k in ('vol', 'rad', 'ang'): row("NL " + k, sym(nonlocal_stress(s0, s0['D'], 1, (k,))))
row("NL from D0", sym(nonlocal_stress(s0, D0, 0)))
row("NL from int V Q", sym(nonlocal_stress(s0, s0['D'] - D0, 0)))
row("NL from -e q", sym(nonlocal_stress(s0, 0*D0, 1)))
for nm, M in [("NL total", nl), ("augmentation", aug), ("kinetic", kin), ("Hartree", har),
              ("local", loc), ("exchange", exc), ("sum", rest + nl + aug)]: row(nm, sym(M))
row("fin.diff of F", fdF)
print("max dev (Ha): full %.1e, no e q %.5f, bare D0 %.5f, no aug %.5f" % tuple(devs))
row("antisym NL (Ha)", asym(nl)); row("antisym aug (Ha)", asym(aug))
row("D-only, V+%.1f Ha" % shift, moved)
row("sigma NL (GPa)", sym(nl)/V0*GPA, "%10.4f"); row("sigma sum (GPa)", sym(rest + nl + aug)/V0*GPA, "%10.4f")
print("NL pressure %.4f GPa; 1 Ha/bohr^3 = %.1f GPa" % (-np.trace(nl)/3/V0*GPA, GPA))
print("tests ok")
```

It prints:

```
cell rows (bohr): [[6.0, 0.0, 0.0], [0.6, 6.5, 0.0], [0.4, -0.5, 7.0]]  volume 273.000 bohr^3
d_xz projector, exponent 1.0 bohr^-2, tau=0, q=[0.6, 0.8, 1.2] bohr^-1, |q|=1.562050
u = 0.384111 0.512148 0.768221 ; norm 2.609332 bohr^-7/2
f 0.383226, q*int r^3 beta j3 0.467535, q f' 0.298916 (bohr^3/2)
Y 0.322391, grad R(u) 0.839319 -0.000000 0.419659
4pi/sqrt(V) 0.760551 bohr^-3/2, beta -0.093965 (dimensionless)
dbeta/deps_xx vol 0.046983 rad 0.010814 ang 0.066238 sum 0.124034 fin.diff 0.124034
dbeta/deps_yy vol 0.046983 rad 0.019224 ang -0.049293 sum 0.016914 fin.diff 0.016914
dbeta/deps_zz vol 0.046983 rad 0.043255 ang -0.016945 sum 0.073293 fin.diff 0.073293
dbeta/deps_xz vol -0.000000 rad 0.021627 ang -0.008472 sum 0.013155 fin.diff 0.013155
dbeta/deps_zx vol -0.000000 rad 0.021627 ang 0.132475 sum 0.154103 fin.diff 0.154103
max |formula - fin.diff| of dbeta, l<=3: 5.9e-11
Q(G) formula vs quadrature, |G| up to 5.026 bohr^-1: 24 points 4.7e-10, 40 points 1.3e-15
atoms (frac): [[0.0, 0.0, 0.0], [0.45, 0.55, 0.4]]  k (frac): [[0.0, 0.0, 0.0], [0.3, 0.2, 0.4]]  weights [0.5, 0.5]
Z 3, r_c 1.5 bohr, Ecut 4 Ha, kT 0.02 Ha, grid 13^3, bands 24, plane waves 101 104
chi exponent 0.4 bohr^-2, kappa(s1,s2,p,d) [0.7, 0.5, 0.8, 0.6]
elements s1s1 s1s2 s2s2 pz-pz dz2-dz2 of atom 1:
D0 (Ha)               0.600000  -0.200000   0.300000  -0.400000  -0.300000
D screened (Ha)       0.337891  -0.315091   0.214109  -0.670720  -0.421986
q                     0.490000   0.271109   0.250000   0.640000   0.360000
off-diagonal D(s1,pz) atom 1 -0.002621 Ha; Fermi level -0.006397 Ha
e k1 (Ha)            -0.233981  -0.025310  -0.011744   0.013271   0.066428
w*f k1                0.999989   0.720242   0.566448   0.272214   0.025550
e k2 (Ha)            -0.168270  -0.108022  -0.027503  -0.002409   0.018781
w*f k2                0.999695   0.993826   0.741789   0.450314   0.221163
augmentation charge 1.533665 e, min density 0.006088 bohr^-3
T 1.471346 Enl0 0.142086 Eloc -0.847044 EH 0.256647 Ex -1.368896 TS 0.077368 F -0.423229 Ha
V*sigma in Ha, symmetric part, xx yy zz yz xz xy:
NL vol                0.388042   0.388042   0.388042   0.000000   0.000000   0.000000
NL rad               -0.007322  -0.024358   0.038615  -0.005907  -0.004522   0.002231
NL ang               -0.014464  -0.010548   0.025013   0.004732  -0.010052  -0.037625
NL from D0           -0.007810  -0.023301   0.070450  -0.001054  -0.011817  -0.025998
NL from int V Q       0.482859   0.482418   0.486945   0.000671  -0.003400  -0.011145
NL from -e q         -0.108794  -0.105981  -0.105726  -0.000792   0.000642   0.001749
NL total              0.366255   0.353136   0.451669  -0.001175  -0.014575  -0.035394
augmentation         -0.194195  -0.193863  -0.207083   0.001206   0.001467   0.000848
kinetic              -0.850430  -0.821067  -1.271196   0.053293   0.046306   0.108507
Hartree              -0.117262  -0.093140  -0.046245  -0.014022   0.010252   0.023181
local                -0.152157  -0.239182  -0.381075   0.054506  -0.044715  -0.114733
exchange              0.456299   0.456299   0.456299   0.000000   0.000000   0.000000
sum                  -0.491491  -0.537816  -0.997631   0.093808  -0.001264  -0.017591
fin.diff of F        -0.491491  -0.537816  -0.997631   0.093808  -0.001264  -0.017591
max dev (Ha): full 2.5e-08, no e q 0.10879, bare D0 0.48695, no aug 0.20708
antisym NL (Ha)       0.000026  -0.000030  -0.000012
antisym aug (Ha)     -0.000026   0.000030   0.000012
D-only, V+0.5 Ha     -0.554375  -0.553705  -0.559176  -0.001068   0.004368   0.013717
sigma NL (GPa)         39.4711    38.0572    48.6761    -0.1266    -1.5707    -3.8144
sigma sum (GPa)       -52.9676   -57.9601  -107.5139    10.1096    -0.1362    -1.8957
NL pressure -42.0681 GPa; 1 Ha/bohr^3 = 29421.0 GPa
tests ok
```
